**Generalized Sternheimer equation with a moving overlap**

The program tests $(H_0-e_nS_0)P_c\psi_n^1=-P_c^\dagger(H_1-e_nS_1)\psi_n$ with $P_c=1-\sum_{\rm occ}\psi_m\psi_m^\dagger S_0$. Here $H_0$ and $S_0$ are the Hamiltonian and overlap, $H_1$ and $S_1$ their total first derivatives, and $\psi_n$, $e_n$, $\psi_n^1$ the occupied orbitals, their energies and the orbital derivatives. For a self-consistent two-atom ring model, it asserts that the solution agrees with finite differences of complete self-consistent solutions, with the sum over empty states and with the known result for rigid translation. It also asserts the projector identities, the independence from rotations among occupied orbitals, and the parallel-gauge occupied part. A separate random matrix problem tests a threefold degenerate occupied level. The output shows agreement with finite differences to about 3e-11 per bohr and with the sum over states to about 1e-14 per bohr. In this model, omitting $S_1$ changes the projected orbital response by 74 percent, and omitting the induced part of $H_1$ changes it by 7.6 percent, both relative to the norm of the full response.

## Numerical verification

```python
"""Generalized Sternheimer equation for H psi = e S psi:
    (H0 - e_n S0) P_c psi1_n = - P_c^dagger (H1 - e_n S1) psi_n,
    P_c = 1 - sum_occ psi_m psi_m^dagger S0.
H0, S0: Hamiltonian and overlap; H1, S1: their total first derivatives;
psi_n, e_n: occupied orbitals and energies; psi1_n: orbital derivative.
Model: two atoms on a ring, plane-wave basis, one projector p_a per atom,
    S = 1 + q sum_a |p_a><p_a|,
    H = T + V + sum_a (D + U w_a) |p_a><p_a|,
    w_a = 2 sum_occ |<p_a|psi_n>|^2  (self-consistent). Atomic units.
"""
import numpy as np
from scipy.linalg import eigh, expm

LENGTH, KMAX = 12.0, 28
DEPTH = np.array([3.0, 2.5])
SIGMA, WIDTH = 0.7, 0.6
Q_AUG, D_BARE, U_SITE = 0.4, 0.5, 0.5
R_ATOMS = np.array([4.0, 6.5])
NOCC = 2
G = 2 * np.pi * np.arange(-KMAX, KMAX + 1) / LENGTH
DG = G[:, None] - G[None, :]
norm = np.linalg.norm


def dag(a):
    return a.conj().T


def local_potential(a, R):
    pref = -DEPTH[a] * SIGMA * np.sqrt(2 * np.pi) / LENGTH
    return pref * np.exp(-0.5 * (DG * SIGMA) ** 2 - 1j * DG * R[a])


def projectors(R):
    pref = (np.pi * WIDTH**2) ** -0.25 * np.sqrt(2 * np.pi / LENGTH) * WIDTH
    return np.array([pref * np.exp(-0.5 * (G * WIDTH) ** 2 - 1j * G * r)
                     for r in R]).T


def build(R, w):
    p = projectors(R)
    H = np.diag(0.5 * G**2).astype(complex)
    H += local_potential(0, R) + local_potential(1, R)
    H += (p * (D_BARE + U_SITE * w)) @ dag(p)
    S = np.eye(len(G)) + Q_AUG * p @ dag(p)
    return H, S


def explicit_derivatives(R, w, move):
    """Derivatives at fixed w when atom a moves with velocity move[a]."""
    p = projectors(R)
    dp = -1j * G[:, None] * p * move
    H1 = sum(move[a] * (-1j * DG) * local_potential(a, R) for a in range(2))
    d = D_BARE + U_SITE * w
    H1 = H1 + (dp * d) @ dag(p) + (p * d) @ dag(dp)
    S1 = Q_AUG * (dp @ dag(p) + p @ dag(dp))
    return H1, S1, p, dp


def solve_scf(R):
    w = np.ones(2)
    for _ in range(600):
        H, S = build(R, w)
        e, C = eigh(H, S)
        new = 2 * np.sum(abs(dag(projectors(R)) @ C[:, :NOCC]) ** 2, axis=1)
        if np.max(abs(new - w)) < 1e-12:
            return H, S, e, C, w
        w = 0.5 * w + 0.5 * new
    raise RuntimeError("self-consistency not reached")


def level_shift(e_occ):
    return 2 * (e_occ[-1] - e_occ[0]) + 1.0


def sternheimer(H0, S0, e_occ, C, H1, S1):
    """Solve with the occupied space shifted; no empty state is used."""
    SC = S0 @ C
    X = np.zeros_like(C)
    for n, en in enumerate(e_occ):
        b = (H1 - en * S1) @ C[:, n]
        rhs = -(b - SC @ (dag(C) @ b))
        A = H0 - en * S0 + level_shift(e_occ) * SC @ dag(SC)
        X[:, n] = np.linalg.solve(A, rhs)
    return X


def sum_over_states(e, Call, nocc, H1, S1):
    X = np.zeros((Call.shape[0], nocc), complex)
    for n in range(nocc):
        m = dag(Call[:, nocc:]) @ (H1 - e[n] * S1) @ Call[:, n]
        X[:, n] = Call[:, nocc:] @ (m / (e[n] - e[nocc:]))
    return X


def central(f, h):
    """Fourth-order central difference of f at zero."""
    return (8 * (f(1) - f(-1)) - (f(2) - f(-2))) / (12 * h)


H0, S0, e, Call, w = solve_scf(R_ATOMS)
C, e_occ = Call[:, :NOCC], e[:NOCC]
gap = e[NOCC] - e[NOCC - 1]
assert gap > 0.05 and eigh(S0, eigvals_only=True)[0] > 0


def respond(move):
    """Self-consistent linear response to an atomic displacement."""
    Hx, S1, p, dp = explicit_derivatives(R_ATOMS, w, move)
    pc = dag(p) @ C
    occ_part = -0.5 * C @ (dag(C) @ S1 @ C)

    def change(bra, ket):
        return 4 * np.sum((pc.conj() * (dag(bra) @ ket)).real, axis=1)

    w1 = np.zeros(2)
    for _ in range(600):
        H1 = Hx + U_SITE * (p * w1) @ dag(p)
        X = sternheimer(H0, S0, e_occ, C, H1, S1)
        parts = [change(dp, C), change(p, X), change(p, occ_part)]
        new = sum(parts)
        if np.max(abs(new - w1)) < 1e-11:
            return Hx, H1, S1, X, occ_part, new, parts
        w1 = 0.4 * w1 + 0.6 * new
    raise RuntimeError("response not converged")


move = np.array([1.0, 0.0])
Hx, H1, S1, X, occ_part, w1, parts = respond(move)

# Projector algebra
Pc = np.eye(len(G)) - C @ dag(C) @ S0
assert norm(Pc @ Pc - Pc) < 1e-10
assert norm(dag(Pc) @ H0 - H0 @ Pc) < 1e-8
assert norm(dag(Pc) @ S0 - S0 @ Pc) < 1e-10
asym = norm(Pc - dag(Pc))
wrong_commute = norm(Pc @ H0 - H0 @ Pc)
assert asym > 1e-3 and wrong_commute > 1e-3

# Complete self-consistent solutions at displaced positions
h = 2e-3
sols = {k: solve_scf(R_ATOMS + k * h * move) for k in (-2, -1, 1, 2)}
mats = {k: build(R_ATOMS + k * h * move, w) for k in sols}
assert norm(central(lambda k: mats[k][0], h) - Hx) < 1e-7
assert norm(central(lambda k: mats[k][1], h) - S1) < 1e-7


def aligned(k, K=None):
    """Displaced occupied orbitals in parallel gauge, optionally rotated."""
    Ck = sols[k][3][:, :NOCC]
    W, _, Vh = np.linalg.svd(dag(C) @ S0 @ Ck)
    out = Ck @ dag(Vh) @ dag(W)
    return out if K is None else out @ expm(k * h * K)


psi1_fd = central(aligned, h)
K = np.array([[0.3j, 0.7 + 0.2j], [-0.7 + 0.2j, -0.5j]])
psi1_rot = central(lambda k: aligned(k, K), h)
fd_error = norm(Pc @ psi1_fd - X)
full_error = norm(psi1_fd - (X + occ_part))
gauge_error = norm(Pc @ psi1_rot - X)
assert fd_error < 1e-7 and full_error < 1e-7 and gauge_error < 1e-7
assert norm(psi1_rot - psi1_fd) > 0.1

# The finite-difference orbitals obey the unshifted equation itself
residual = 0.0
inconsistency = 0.0
for n in range(NOCC):
    b = (H1 - e[n] * S1) @ C[:, n]
    left = (H0 - e[n] * S0) @ Pc @ psi1_rot[:, n]
    residual = max(residual, norm(left + dag(Pc) @ b))
    inconsistency = max(inconsistency, np.max(abs(dag(C) @ Pc @ b)))
assert residual < 1e-5  # kinetic energies up to about 100 amplify noise
assert inconsistency > 1e-3

X_sos = sum_over_states(e, Call, NOCC, H1, S1)
sos_error = norm(X_sos - X)
assert sos_error < 1e-9
assert norm(dag(C) @ S0 @ X) < 1e-10

e1 = np.array([(dag(C[:, n]) @ (H1 - e[n] * S1) @ C[:, n]).real
               for n in range(NOCC)])
e1_fd = central(lambda k: sols[k][2][:NOCC], h)
w1_fd = central(lambda k: sols[k][4], h)
assert np.max(abs(e1 - e1_fd)) < 1e-7
assert np.max(abs(w1 - w1_fd)) < 1e-7

# Definiteness with and without the shift of the occupied space
SC = S0 @ C
alpha = level_shift(e_occ)
low_plain = np.linalg.eigvalsh(H0 - e[1] * S0)[0]
low_shift = min(np.linalg.eigvalsh(H0 - en * S0 + alpha * SC @ dag(SC))[0]
                for en in e_occ)
assert low_plain < 0 < low_shift

# Effect of omitted terms
X_noS = sternheimer(H0, S0, e_occ, C, H1, 0 * S1)
X_bare = sternheimer(H0, S0, e_occ, C, Hx, S1)
err_noS = norm(X_noS - X) / norm(X)
err_bare = norm(X_bare - X) / norm(X)
assert err_noS > 1e-2 and err_bare > 1e-3

# Rigid translation: the derivative is minus the spatial derivative
rigid = respond(np.array([1.0, 1.0]))
trans = Pc @ (-1j * G[:, None] * C)
trans_error = norm(rigid[3] - trans)
assert trans_error < 1e-8 and norm(trans) > 0.1

# Random problem with a threefold degenerate occupied level
rng = np.random.default_rng(7)
M = 12


def random_hermitian():
    a = rng.normal(size=(M, M)) + 1j * rng.normal(size=(M, M))
    return 0.5 * (a + dag(a))


B = random_hermitian()
Sd = np.eye(M) + 0.1 * B @ dag(B)
unitary = np.linalg.qr(random_hermitian())[0]
Cd = np.linalg.solve(dag(np.linalg.cholesky(Sd)), unitary)
ed = np.r_[-1.0, -1.0, -1.0, -0.5, np.linspace(0.5, 3.0, M - 4)]
Hd = (Sd @ Cd * ed) @ dag(Sd @ Cd)
Hd1, Sd1 = 0.2 * random_hermitian(), 0.1 * random_hermitian()
Od = Cd[:, :4]
Xd = sternheimer(Hd, Sd, ed[:4], Od, Hd1, Sd1)
hd = 1e-3


def density_matrix(k):
    v = eigh(Hd + k * hd * Hd1, Sd + k * hd * Sd1)[1][:, :4]
    return v @ dag(v)


Pd = np.eye(M) - Od @ dag(Od) @ Sd
Xd_fd = Pd @ central(density_matrix, hd) @ Sd @ Od
deg_error = norm(Xd - Xd_fd)
block = dag(Od[:, :3]) @ (Hd1 + Sd1) @ Od[:, :3]
split = np.linalg.eigvalsh(block)
coupling = np.max(abs(block - np.diag(np.diag(block))))
assert deg_error < 1e-7 and coupling > 1e-3

print(f"ring length = {LENGTH:.1f} bohr; plane waves = {len(G)}")
print(f"atom positions = {R_ATOMS[0]:.1f}, {R_ATOMS[1]:.1f} bohr")
print(f"well depths = {DEPTH[0]:.1f}, {DEPTH[1]:.1f} hartree")
print(f"well sigma = {SIGMA:.1f} bohr; projector width = {WIDTH:.1f} bohr")
print(f"augmentation q = {Q_AUG:.1f} (dimensionless)")
print(f"D = {D_BARE:.1f} hartree; U = {U_SITE:.1f} hartree")
print(f"doubly occupied orbitals = {NOCC}")
for n in range(NOCC + 1):
    print(f"e_{n+1} = {e[n]:.6f} hartree")
print(f"gap e_3 - e_2 = {gap:.6f} hartree")
print(f"projector occupations w = {w[0]:.6f}, {w[1]:.6f}")
print(f"norm of P_c - P_c^dagger = {asym:.4f}")
print(f"norm of P_c H0 - H0 P_c = {wrong_commute:.4f} hartree")
print("Displacement of atom 1:")
for n in range(NOCC):
    size = np.sqrt((dag(X[:, n]) @ S0 @ X[:, n]).real)
    m = abs(dag(Call[:, NOCC]) @ (H1 - e[n] * S1) @ C[:, n])
    d = e[n] - e[NOCC]
    print(f"de_{n+1}/dR = {e1[n]:.6f} hartree/bohr")
    print(f"  finite difference = {e1_fd[n]:.6f} hartree/bohr")
    print(f"  S0-norm of P_c psi1_{n+1} = {size:.6f} per bohr")
    print(f"  |coupling to state 3| = {m:.6f} hartree/bohr")
    print(f"  e_{n+1} - e_3 = {d:.6f} hartree")
    print(f"  |amplitude of state 3| = {m/abs(d):.6f} per bohr")
print("Response of w_1 (per bohr):")
for label, part in zip(("moving projector", "P_c psi1", "occupied part"),
                       parts):
    print(f"  {label} = {part[0]:.6f}")
print(f"  total = {w1[0]:.6f}; finite difference = {w1_fd[0]:.6f}")
print(f"response of w_2 = {w1[1]:.6f} per bohr")
print(f"  finite difference = {w1_fd[1]:.6f} per bohr")
print(f"shift alpha = {alpha:.6f} hartree")
print(f"lowest eigenvalue, H0 - e_2 S0 = {low_plain:.6f} hartree")
print(f"lowest eigenvalue, shifted = {low_shift:.6f} hartree")
print(f"relative error without S1 = {100*err_noS:.2f} percent")
print(f"relative error without induced H1 = {100*err_bare:.2f} percent")
print(f"P_c on right: forbidden overlap = {inconsistency:.4f} hartree/bohr")
print(f"Sternheimer - finite difference = {fd_error:.1e} per bohr")
print(f"Sternheimer - sum over states = {sos_error:.1e} per bohr")
print(f"rotated gauge: difference = {gauge_error:.1e} per bohr")
print(f"rigid translation: difference = {trans_error:.1e} per bohr")
print(f"degenerate case: difference = {deg_error:.1e} (model units)")
print("degenerate level slopes = "
      + ", ".join(f"{s:.4f}" for s in split) + " (model units)")
print("ALL CHECKS PASSED")
```

It prints:

```
ring length = 12.0 bohr; plane waves = 57
atom positions = 4.0, 6.5 bohr
well depths = 3.0, 2.5 hartree
well sigma = 0.7 bohr; projector width = 0.6 bohr
augmentation q = 0.4 (dimensionless)
D = 0.5 hartree; U = 0.5 hartree
doubly occupied orbitals = 2
e_1 = -0.795991 hartree
e_2 = -0.571403 hartree
e_3 = -0.402556 hartree
gap e_3 - e_2 = 0.168847 hartree
projector occupations w = 1.251925, 0.787773
norm of P_c - P_c^dagger = 0.2844
norm of P_c H0 - H0 P_c = 0.2332 hartree
Displacement of atom 1:
de_1/dR = -0.271219 hartree/bohr
  finite difference = -0.271219 hartree/bohr
  S0-norm of P_c psi1_1 = 0.500942 per bohr
  |coupling to state 3| = 0.141302 hartree/bohr
  e_1 - e_3 = -0.393436 hartree
  |amplitude of state 3| = 0.359149 per bohr
de_2/dR = -0.030714 hartree/bohr
  finite difference = -0.030714 hartree/bohr
  S0-norm of P_c psi1_2 = 0.582901 per bohr
  |coupling to state 3| = 0.030284 hartree/bohr
  e_2 - e_3 = -0.168847 hartree
  |amplitude of state 3| = 0.179358 per bohr
Response of w_1 (per bohr):
  moving projector = -0.088405
  P_c psi1 = 0.046720
  occupied part = 0.022135
  total = -0.019549; finite difference = -0.019549
response of w_2 = -0.087645 per bohr
  finite difference = -0.087645 per bohr
shift alpha = 1.449176 hartree
lowest eigenvalue, H0 - e_2 S0 = -0.283648 hartree
lowest eigenvalue, shifted = 0.184783 hartree
relative error without S1 = 73.56 percent
relative error without induced H1 = 7.56 percent
P_c on right: forbidden overlap = 0.0528 hartree/bohr
Sternheimer - finite difference = 3.0e-11 per bohr
Sternheimer - sum over states = 1.5e-14 per bohr
rotated gauge: difference = 4.7e-11 per bohr
rigid translation: difference = 3.2e-14 per bohr
degenerate case: difference = 8.5e-13 (model units)
degenerate level slopes = -0.1727, -0.0312, 0.2456 (model units)
ALL CHECKS PASSED
```
